# Axial Interface Free Energy of the Square-Lattice Ising Model and Its Zero: a numerical check

```python
"""
Interface free energy of the square-lattice Ising model, H = -J sum s s'.
Result under test, per lattice spacing along an axial interface:
    sigma = 2J - kT ln coth(J/kT)  for T <= Tc,   sigma = 0  for T >= Tc,
with sinh(2J/kTc) = 1.
K = J/kT; K_dual is defined by tanh(K_dual) = exp(-2K).
M is the even circumference of a cylinder. Reversing one bond per ring
(bond_sign = -1) forces an interface along the cylinder axis.
The reduced tension is ln(largest eigenvalue, periodic / antiperiodic).
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq


def dual(K):
    return -0.5 * np.log(np.tanh(K))


def formula(K):
    """Closed formula divided by kT."""
    return 2 * K - np.log(1 / np.tanh(K))


def gamma(q, K):
    """Fermion excitation exponent at momentum q."""
    return 2 * np.arcsinh(np.sqrt(np.sinh(K - dual(K))**2
                                  + np.sin(q / 2)**2))


def transfer_matrix(M, K, bond_sign):
    """Symmetric transfer matrix built directly from Boltzmann weights."""
    spins = np.array(list(itertools.product([1, -1], repeat=M)), float)
    ring = (spins[:, :-1] * spins[:, 1:]).sum(axis=1)
    ring = K * (ring + bond_sign * spins[:, -1] * spins[:, 0])
    return np.exp(0.5 * ring[:, None] + K * spins @ spins.T
                  + 0.5 * ring[None, :])


def dense_tension(M, K):
    top = [np.linalg.eigvalsh(transfer_matrix(M, K, s))[-1]
           for s in (1, -1)]
    return np.log(top[0] / top[1])


def fermion_tension(M, K):
    half = np.pi * (2 * np.arange(1, M // 2 + 1) - 1) / M
    whole = 2 * np.pi * np.arange(1, M // 2) / M
    return gamma(half, K).sum() - gamma(whole, K).sum() - 2 * dual(K)


def fermion_spectrum(M, K, bond_sign):
    """Logarithms of all transfer-matrix eigenvalues from free fermions."""
    Kd = dual(K)
    levels = []
    for parity in (1, -1):
        modes = []
        if -bond_sign * parity == 1:
            momenta = 2 * np.pi * np.arange(1, M // 2) / M
            modes.append([(Kd, 1), (2 * K - Kd, -1)])
            modes.append([(Kd, 1), (-2 * K - Kd, -1)])
        else:
            momenta = np.pi * (2 * np.arange(1, M // 2 + 1) - 1) / M
        for q in momenta:
            shift, g = 2 * K * np.cos(q), gamma(q, K)
            modes.append([(shift + g, 1), (shift - g, 1),
                          (shift, -1), (shift, -1)])
        for choice in itertools.product(*modes):
            if np.prod([c[1] for c in choice]) == parity:
                levels.append(sum(c[0] for c in choice))
    return np.sort(levels) + 0.5 * M * np.log(2 * np.sinh(2 * K))


# Complete spectra, both boundary conditions, both sides of the transition
spectrum_error = 0.0
for K in (0.30, 0.60):
    for M in (4, 6):
        for sign in (1, -1):
            dense = np.log(np.linalg.eigvalsh(transfer_matrix(M, K, sign)))
            fermi = fermion_spectrum(M, K, sign)
            assert len(dense) == len(fermi)
            spectrum_error = max(spectrum_error,
                                 np.max(np.abs(dense - fermi)))
assert spectrum_error < 1e-8

# The leading state is even under reversal of all spins
for K in (0.30, 0.60):
    for sign in (1, -1):
        vector = np.linalg.eigh(transfer_matrix(6, K, sign))[1][:, -1]
        assert np.max(np.abs(vector - vector[::-1])) < 1e-9

# Overhang-free path sum against the full model at low temperature
K_low = 0.8
jumps = np.arange(-200, 201)
path_tension = 2 * K_low - np.log(np.exp(-2 * K_low * np.abs(jumps)).sum())
full_tension = dense_tension(10, K_low)
# tolerance covers the exponentially small finite-circumference term
assert abs(path_tension - full_tension) < 1e-5

# Lattice gas with bond energy phi = 4J and mu = -2 phi is the Ising model
rng = np.random.default_rng(3)
offsets = []
for _ in range(20):
    s = rng.choice([-1, 1], size=(4, 4))
    n = (1 + s) // 2
    gas = sum(-4.0 * (n * np.roll(n, 1, ax)).sum() for ax in (0, 1))
    gas += 8.0 * n.sum()
    ising = sum(-1.0 * (s * np.roll(s, 1, ax)).sum() for ax in (0, 1))
    offsets.append(gas - ising)
assert np.ptp(offsets) < 1e-12

# Zero of the formula against the Onsager condition
K_zero = brentq(formula, 0.2, 1.0, xtol=1e-14)
K_c = 0.5 * np.arcsinh(1.0)
assert abs(K_zero - K_c) < 1e-12
assert abs(K_c - 0.5 * np.log(1 + np.sqrt(2))) < 1e-14

# Exponential approach to the limit, with rate equal to the gap
K_rate = 0.5
gap = 2 * abs(K_rate - dual(K_rate))
rest = [fermion_tension(M, K_rate) - formula(K_rate) for M in (40, 80)]
rate = np.log(rest[0] * np.sqrt(40) / (rest[1] * np.sqrt(80))) / 40
assert abs(rate - gap) < 2e-3

# Critical finite-size law
critical_product = 2000 * fermion_tension(2000, K_c)
assert abs(critical_product - np.pi / 4) < 1e-4

# Linear vanishing: sigma / [J (1 - T/Tc)] tends to 4
t = 1e-5
K_near = K_c / (1 - t)
slope = formula(K_near) / K_near / t
assert abs(slope - 4) < 1e-3

# Bulk free energy: logarithmic singularity at the same coupling
mp.mp.dps = 30
K_c_mp = mp.asinh(1) / 2


def bulk(K):
    Kd = -mp.log(mp.tanh(K)) / 2
    g = 2 * abs(K - Kd)
    points = [mp.mpf(0)]
    edge = g
    while edge < 2:
        points.append(edge)
        edge *= 4
    points.append(mp.pi)
    integral = mp.quad(lambda q: 2 * mp.asinh(mp.sqrt(
        mp.sinh(K - Kd)**2 + mp.sin(q / 2)**2)), points)
    return mp.log(2 * mp.sinh(2 * K)) / 2 + integral / (2 * mp.pi)


def mean_curvature(distance):
    h = distance / 20
    total = mp.mpf(0)
    for side in (-1, 1):
        K = K_c_mp + side * distance
        total += (bulk(K + h) - 2 * bulk(K) + bulk(K - h)) / h**2
    return total / 2


curv_far = mean_curvature(mp.mpf("1e-3"))
curv_near = mean_curvature(mp.mpf("1e-4"))
log_coefficient = float((curv_near - curv_far) / mp.log(10))
assert abs(log_coefficient - 8 / np.pi) < 1e-2

# Worked example
J_meV = 50.0
k_meV = 1000 * k_boltzmann / e_charge
T_c = J_meV / (k_meV * K_c)
print(f"Coupling J = {J_meV:.1f} meV")
print(f"Broken Ising bond 2J = {2 * J_meV:.1f} meV")
print(f"Lattice-gas bond energy 4J = {4 * J_meV:.1f} meV")
print(f"Critical coupling Kc = {K_c:.6f} (dimensionless)")
print(f"Critical kTc/J = {1 / K_c:.6f} (dimensionless)")
print(f"Critical temperature Tc = {T_c:.2f} K")
print(f"Critical thermal energy kTc = {k_meV * T_c:.3f} meV")
print("Cylinder value below: M = 400; energies in meV per bond")
print("T (K) | K | kT ln coth K | formula | cylinder value")
for T in (300.0, 600.0, 900.0, 1200.0, 1300.0, 1500.0):
    K = J_meV / (k_meV * T)
    kT = k_meV * T
    entropic = kT * np.log(1 / np.tanh(K))
    closed = kT * formula(K)
    cylinder = kT * fermion_tension(400, K)
    expected = closed if T < T_c else 0.0
    # close to Tc the finite-circumference term is still about 1e-4 meV
    assert abs(cylinder - expected) < (1e-2 if T == 1300.0 else 1e-8)
    print(f"{T:6.0f} | {K:.5f} | {entropic:8.4f} | {closed:8.4f} |"
          f" {abs(cylinder):8.4f}")

T_size = 1200.0
K_size = J_meV / (k_meV * T_size)
print("Circumference M | cylinder value at 1200 K (meV per bond)")
for M in (4, 6, 8, 10):
    dense = dense_tension(M, K_size)
    assert abs(dense - fermion_tension(M, K_size)) < 1e-9
    print(f"{M:4d} | {k_meV * T_size * dense:.4f} (direct matrix)")
for M in (20, 50, 100):
    value = k_meV * T_size * fermion_tension(M, K_size)
    print(f"{M:4d} | {value:.4f} (fermion sum)")

print("Circumference M | cylinder value at Tc (meV per bond)")
for M in (10, 100, 1000):
    print(f"{M:4d} | {k_meV * T_c * fermion_tension(M, K_c):.5f}")
print(f"M * ln(eigenvalue ratio) at Tc, M = 2000: {critical_product:.6f}")
print(f"pi/4 = {np.pi / 4:.6f}")
print(f"sigma/[J(1-T/Tc)] at 1-T/Tc = {t:.0e}: {slope:.5f}")
print(f"Decay rate at K = {K_rate}: {rate:.5f} per site")
print(f"Gap 2|K-K_dual| at K = {K_rate}: {gap:.5f}")
print(f"Bulk logarithm coefficient: {log_coefficient:.5f}")
print(f"8/pi = {8 / np.pi:.5f}")
print(f"Path sum, sigma/kT at K = {K_low}: {path_tension:.7f}")
print(f"Full model, M = 10, same K: {full_tension:.7f}")
print(f"Largest error in log spectra: {spectrum_error:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Coupling J = 50.0 meV
Broken Ising bond 2J = 100.0 meV
Lattice-gas bond energy 4J = 200.0 meV
Critical coupling Kc = 0.440687 (dimensionless)
Critical kTc/J = 2.269185 (dimensionless)
Critical temperature Tc = 1316.64 K
Critical thermal energy kTc = 113.459 meV
Cylinder value below: M = 400; energies in meV per bond
T (K) | K | kT ln coth K | formula | cylinder value
   300 | 1.93409 |   1.0806 |  98.9194 |  98.9194
   600 | 0.96704 |  15.0537 |  84.9463 |  84.9463
   900 | 0.64470 |  43.8563 |  56.1437 |  56.1437
  1200 | 0.48352 |  82.7884 |  17.2116 |  17.2116
  1300 | 0.44633 |  97.4823 |   2.5177 |   2.5177
  1500 | 0.38682 | 129.0024 | -29.0024 |   0.0000
Circumference M | cylinder value at 1200 K (meV per bond)
   4 | 30.7668 (direct matrix)
   6 | 24.1325 (direct matrix)
   8 | 21.2087 (direct matrix)
  10 | 19.6627 (direct matrix)
  20 | 17.5110 (fermion sum)
  50 | 17.2128 (fermion sum)
 100 | 17.2116 (fermion sum)
Circumference M | cylinder value at Tc (meV per bond)
  10 | 8.94871
 100 | 0.89114
1000 | 0.08911
M * ln(eigenvalue ratio) at Tc, M = 2000: 0.785398
pi/4 = 0.785398
sigma/[J(1-T/Tc)] at 1-T/Tc = 1e-05: 3.99999
Decay rate at K = 0.5: 0.22856 per site
Gap 2|K-K_dual| at K = 0.5: 0.22806
Bulk logarithm coefficient: 2.54637
8/pi = 2.54648
Path sum, sigma/kT at K = 0.8: 1.1905822
Full model, M = 10, same K: 1.1905845
Largest error in log spectra: 2.1e-13
ALL CHECKS PASSED
```
